# Water's G0W0 ionization energy with truncated virtuals: canonical or natural orbitals?

**Question**

I am computing the first ionization energy of water with G0W0 on a Hartree-Fock (HF) reference. In cc-pVTZ there are 5 occupied and 53 virtual orbitals. With all of them I get 12.80 eV. To save work I kept the lowest 20 canonical virtuals and got 12.08 eV. Keeping 10 was worse than keeping 5, so I can't see a sensible place to stop.

I was told to use natural orbitals from a second-order or RPA density matrix. How do I build them, and what do I do about their missing orbital energies? And why should a density matrix of the neutral molecule know anything about ionization? I would like to see evidence that the convergence really is faster.

**Answer**

I take the second-order (MP2) density; an RPA density would need its own comparison. Orbitals are real, the shell is closed and all electrons are correlated. Indices $i,j$ are occupied, $a,b,c$ virtual, $p$ either, and $h$ is the HOMO. Orbital energies are $e_p$, and $K_{ia,jb}=(ia|jb)$ in charge-cloud order. "Error" means the difference from the untruncated result in the same basis.

**The density matrix**

The first-order wavefunction $\Psi_1$ contains double excitations with amplitudes $t_{ij}^{ab}$. Its squared norm has two spin contributions. Opposite spins give $\sum t_{ij}^{ab}t_{ij}^{ab}$. Equal spins have antisymmetrized amplitudes and give
$$2\cdot\tfrac14\sum(t_{ij}^{ab}-t_{ij}^{ba})^2=\sum t_{ij}^{ab}(t_{ij}^{ab}-t_{ij}^{ba}).$$
Together,
$$\langle\Psi_1|\Psi_1\rangle=\sum_{ijab}t_{ij}^{ab}\tilde t_{ij}^{ab},\qquad \tilde t_{ij}^{ab}=2t_{ij}^{ab}-t_{ij}^{ba}.$$

The same spin sum turns the second-order functional $2\langle\Psi_1|V|\Phi_0\rangle+\langle\Psi_1|H_0-E_0|\Psi_1\rangle$ into
$$J=2\sum\tilde t_{ij}^{ab}K_{ia,jb}+\sum\tilde t_{ij}^{ab}\Big[\sum_c(F_{ac}t_{ij}^{cb}+F_{bc}t_{ij}^{ac})-(e_i+e_j)t_{ij}^{ab}\Big].$$
The quadratic form is symmetric, so varying $t$ gives twice the variation of one factor. For canonical orbitals, stationarity therefore requires $K_{ia,jb}+(e_a+e_b-e_i-e_j)t_{ij}^{ab}=0$, or
$$t_{ij}^{ab}=\frac{(ia|jb)}{e_i+e_j-e_a-e_b}.$$
Inserting this leaves $J=\sum\tilde t_{ij}^{ab}K_{ia,jb}=E_2$, the MP2 correlation energy.

Now change the virtual Fock block at fixed integrals. Since $J$ is stationary in $t$, only its explicit dependence on $F$ contributes. The two $F$ terms are equal, because $t_{ij}^{ab}=t_{ji}^{ba}$. Hence $\delta E_2=\sum_{ab}D_{ab}\,\delta F_{ab}$ with
$$D_{ab}=2\sum_{ijc}t_{ij}^{ac}\left(2t_{ij}^{bc}-t_{ij}^{cb}\right).$$
The $F$ terms are also the virtual one-electron energy in $\Psi_1$, so $D$ is its spin-summed virtual density matrix. A finite-difference test with a random symmetric $\delta F$ gives the same slope as the trace formula, $-0.00629351$ hartree.

The eigenvectors of $D$ are the natural virtuals, and its eigenvalues $n_k$ are their populations. For an $n$-dimensional subspace with orthonormal columns $U$,
$$\mathrm{Tr}(U^TDU)=\sum_k n_kp_k,\qquad 0\le p_k\le1,\qquad \sum_kp_k=n,$$
where $p_k$ is the squared projection of natural orbital $k$ onto the subspace. The sum is largest when the $n$ largest populations get $p_k=1$. The leading natural orbitals thus minimize the discarded population $n_{\rm disc}$.

This has a direct meaning for the pair function. Let $P_1$ and $P_2$ be the weights in $\Psi_1$ with one and two electrons in the discarded space. The lost weight is $w=P_1+P_2$, while $n_{\rm disc}=P_1+2P_2$. Therefore
$$\tfrac12n_{\rm disc}\le w\le n_{\rm disc}.$$

**The orbital energies after truncation**

Natural orbitals do not diagonalize the Fock matrix, so diagonalize it again inside the retained space:
$$(U^TFU)R=R\,\mathrm{diag}(\bar e),\qquad T=UR.$$
The columns of $T$ are the new virtuals and $\bar e_a$ their energies. The rotation $R$ discards nothing further. The occupied orbitals and $e_h$ stay as they were, because the HF occupied-virtual Fock block is zero. Use $T$ and $\bar e_a$ everywhere below; I drop the bar. If all 53 natural orbitals are kept, the canonical answer must return, and this is tested.

**The self-energy in the retained space**

Let $d$ be the diagonal matrix of gaps $e_a-e_i$. At imaginary frequency $i\nu$ the independent-particle response is $\chi_0=-4d/(d^2+\nu^2)$. One factor 2 is spin, the other comes from adding the resonant and antiresonant terms. The RPA response is $\chi=(\chi_0^{-1}-K)^{-1}$, and
$$\chi_0^{-1}-K=-\tfrac14d^{-1/2}(M+\nu^2)d^{-1/2},\qquad M=d^2+4d^{1/2}Kd^{1/2}.$$
With $MZ_s=\Omega_s^2Z_s$, inversion gives
$$\chi=-4\sum_s\frac{d^{1/2}Z_sZ_s^Td^{1/2}}{\Omega_s^2+\nu^2}.$$
Contracting both sides with $(hp|ia)$ gives the correlation part of $W$:
$$W^c_{hp}(i\nu)=-\sum_s\frac{2\Omega_sw_{hp,s}^2}{\Omega_s^2+\nu^2},\qquad w_{hp,s}=\sqrt2\sum_{ia}(hp|ia)\frac{d_{ia}^{1/2}Z_{ia,s}}{\Omega_s^{1/2}}.$$

For $E$ in the HF gap, the frequency contour in $\Sigma=(i/2\pi)\int G_0W^c\,d\omega'$ can be turned onto the imaginary axis without crossing poles. Setting $\omega'=i\nu$ supplies another $i$:
$$\Sigma(E)=-\frac1{2\pi}\sum_p\int_{-\infty}^{\infty}d\nu\,\frac{W^c_{hp}(i\nu)}{x_p+i\nu},\qquad x_p=E-e_p.$$
As $W^c$ is even in $\nu$, only $x_p/(x_p^2+\nu^2)$ survives. Then
$$\int_{-\infty}^{\infty}\frac{d\nu}{(x^2+\nu^2)(\Omega^2+\nu^2)}=\frac{\pi}{|x|\Omega(|x|+\Omega)}$$
turns each term into $\mathrm{sgn}(x_p)\,w_{hp,s}^2/(|x_p|+\Omega_s)$. Occupied states have $x_p>0$ and virtual states $x_p<0$, so
$$\Sigma(E)=\underbrace{\sum_{is}\frac{w_{hi,s}^2}{E-e_i+\Omega_s}}_{\text{hole part}}+\underbrace{\sum_{as}\frac{w_{ha,s}^2}{E-e_a-\Omega_s}}_{\text{particle part}}.$$
At mid-gap this sum and the numerical integral, with $W$ obtained by matrix inversion, both give 0.017686 hartree.

HF already contains exchange, so the diagonal quasiparticle equation is $E=e_h+\Sigma(E)$ and the ionization energy is $I=-E$. Between the highest hole pole and the lowest particle pole, $E-e_h-\Sigma(E)$ has derivative $1+\sum w^2/(E-\text{pole})^2>0$. There is at most one root there, and it can be bracketed. With all virtuals,
$$I=-e_h-\Sigma=13.73-2.94+2.01=12.80\ \text{eV}.$$

**Why a neutral-molecule density helps**

Switch off the RPA coupling in $M$. Then $\Omega_s$ becomes a bare gap $e_a-e_i$ and $w_{hb,ia}^2=2(hb|ia)^2$. At $E=e_h$ the particle part becomes
$$2\sum_{iab}\frac{(hb|ia)^2}{e_h+e_i-e_a-e_b}=2\sum_{iab}t_{hi}^{ba}(hb|ia).$$
These are the direct MP2 pair terms of one HOMO electron. They give a direct-only estimate of the pair correlation of the neutral molecule that is lost when this electron leaves and the orbitals are held fixed. The estimate is too large in magnitude here: the full MP2 pair energy also has exchange terms, which reduce it and, among other things, remove the electron's spurious pairing with itself. The same amplitudes build $D$. Both sides evaluate to $-0.105$ hartree.

The argument does not cover everything. The uncoupled hole part is
$$2\sum_{jia}\frac{(hj|ia)^2}{E-e_j+e_a-e_i}.$$
It has one virtual index and integrals that do not occur in $t$. The pair-weight bound therefore gives no bound on the GW error, and the comparison has to be numerical.

**Does it converge faster?**

For cc-pVTZ, with O-H distance 0.958 Å and angle 104.5°, the errors of $I$ in eV are:

| Virtuals | Canonical | Natural |
|---:|---:|---:|
| 5 | −0.48 | −0.41 |
| 10 | −0.91 | −0.17 |
| 20 | −0.71 | −0.14 |
| 25 | −0.70 | −0.04 |
| 35 | −0.50 | −0.001 |
| 50 | −0.03 | 0.009 |

Averaged over all truncated sizes, the absolute error is 0.51 eV for canonical and 0.11 eV for natural orbitals. To enter the 0.1 eV window and stay there takes 48 canonical or 22 natural virtuals.

For your 10-versus-5 puzzle, note that $\Sigma$ is a positive hole part plus a negative particle part, so the error of $I$ need not shrink as orbitals are added. The error goes from $-0.48$ to $-0.91$ eV and $I=-e_h-\Sigma$, so $\Sigma$ rose by 0.44 eV: between these sizes the hole part gained more than the particle part gained in magnitude. The hole part rises from 1.43 to 2.36 eV, while the particle part goes from $-0.02$ to $-0.52$ eV. With no virtuals, $\Sigma=0$ and $I=13.73$ eV, an error of $+0.93$ eV. At 5 canonical virtuals the error is already negative, so a small error near a sign change would not signal convergence.

At 20 virtuals the two missing parts can be read off. Since $I=-e_h-\Sigma$, a missing positive hole part raises $I$, and a missing negative particle part lowers it:

- Canonical: $(2.94-2.73)-(2.01-1.08)=0.21-0.92=-0.71$ eV.
- Natural: $(2.94-2.79)-(2.01-1.73)=0.14-0.28=-0.14$ eV.

The differences use the unrounded output, and each $\Sigma$ is taken at its own quasiparticle energy. Some cancellation occurs in both sets, but the natural orbitals reduce both deficits, the particle one by a factor of about 3.3. The gain is not an accident of cancellation at this size.

The pair function tells the same story. Its total weight is half the virtual population, $0.1209/2=0.0605$. The 20 canonical virtuals lose $0.0121/0.0605=20\%$ of it, the natural ones $0.0029/0.0605=5\%$. The retained natural space is also more compact, with a mean square radius about the oxygen nucleus of 3.4 instead of 7.9 bohr². Whether compactness by itself speeds up the convergence was not tested.

Is it enough to select canonical orbitals by their population $D_{aa}$, without mixing them? In cc-pVTZ this still needs 42 orbitals for 0.1 eV, so most of the drop from 48 to 22 comes from mixing. In aug-cc-pVDZ, with 36 virtuals, the counts are 34 canonical, 25 reordered and 18 natural. There, selection and mixing both matter.

**What this does and does not buy**

With 22 instead of 53 virtuals, the RPA matrix shrinks from $5\times53=265$ to $5\times22=110$ rows. A dense diagonalization with cubic cost becomes about $(265/110)^3\approx14$ times cheaper. Against this stands the construction of $D$, which needs the MP2 amplitudes in the full virtual space.

Convergence is not monotonic even with natural orbitals: the error is $-0.17$ eV at 10 and $-0.22$ eV at 15. Its magnitude later rises slightly, from $0.001$ eV at 35 to $0.009$ eV at 50. At 35 the missing hole and particle parts, about 0.03 eV each, nearly cancel, so the tiny error there overstates the accuracy of each part. Population is a good ordering here, not an optimal one for $I$, so check several sizes.

The construction fails when an occupied-virtual gap closes, since the denominators in $t$ can then vanish. For an electron affinity, the orbital that receives the electron need not lie in the retained space: here only about half of the HF LUMO lies within the leading 22 natural orbitals. It would have to be retained explicitly.

Finally, the truncated series approaches the limit of its own basis. The full results are 12.80 eV in cc-pVTZ and 12.49 eV in aug-cc-pVDZ. That 0.31 eV difference exceeds the 0.1 eV truncation window, so neither number should be read as the complete-basis G0W0 value, still less as experiment. Going from cc-pVTZ to cc-pVQZ (density-fitted integrals) raises the full result by a further 0.26 eV, to 13.05 eV. The faster convergence is established for this molecule, this HF starting point and these two bases; the numerical output lists the cc-pVTZ errors at every fifth size and summary figures for both bases.

## Computed results

```
O-H distance 0.958 angstrom, angle 104.5 degrees
cc-pVTZ: occupied 5, virtual 53 orbitals
HF energy -76.057113 hartree
MP2 correlation energy -0.275130 hartree
density test: slope -0.00629351, trace -0.00629351 hartree
mid-gap Sigma: poles 0.01768564, integral 0.01768564 hartree
unscreened particle part -0.105074, MP2 pairs -0.105074 hartree
minus HF HOMO energy 13.7259 eV
full G0W0 ionization energy 12.7967 eV, Z 0.9411 (no unit)
full Sigma: hole part 2.9359, particle part -2.0068 eV
virtual population, total 0.12090 electrons
largest, smallest natural occupation 2.45e-02, 5.84e-06 electrons
cc-pVTZ truncation error of ionization energy in eV:
virtuals  canonical  reordered  natural
    5      -0.4771    -0.5557    -0.4059
   10      -0.9145    -0.9007    -0.1740
   15      -0.8613    -0.7947    -0.2225
   20      -0.7146    -0.6192    -0.1383
   25      -0.6953    -0.4562    -0.0364
   30      -0.5450    -0.3066    -0.0066
   35      -0.5009    -0.2258    -0.0012
   40      -0.3389    -0.1220     0.0022
   45      -0.1456    -0.0576     0.0059
   50      -0.0322    -0.0094     0.0085
cc-pVTZ with 20 virtuals retained:
canonical: retained population 0.10539 electrons
  discarded population 0.01551 electrons, lost weight 0.01205 (no unit)
  mean square radius 7.855 bohr^2
  ionization energy 12.0821 eV
  Sigma: hole part 2.7279, particle part -1.0841 eV
natural: retained population 0.11717 electrons
  discarded population 0.00373 electrons, lost weight 0.00289 (no unit)
  mean square radius 3.388 bohr^2
  ionization energy 12.6585 eV
  Sigma: hole part 2.7932, particle part -1.7258 eV
cc-pVTZ: 53 virtuals, full ionization energy 12.7967 eV
  canonical: mean abs error 0.5107 eV; need 48 (0.1 eV), 50 (0.05 eV)
  reordered: mean abs error 0.4062 eV; need 42 (0.1 eV), 46 (0.05 eV)
  natural: mean abs error 0.1092 eV; need 22 (0.1 eV), 25 (0.05 eV)
aug-cc-pVDZ: 36 virtuals, full ionization energy 12.4878 eV
  canonical: mean abs error 0.4011 eV; need 34 (0.1 eV), 35 (0.05 eV)
  reordered: mean abs error 0.2334 eV; need 25 (0.1 eV), 27 (0.05 eV)
  natural: mean abs error 0.0768 eV; need 18 (0.1 eV), 23 (0.05 eV)
```
